# Berreman absorption of a thin polar film at oblique incidence

## Form of the answer

A film of thickness $d$ and permittivity $\varepsilon(\omega)$ lies on an ideal mirror and is lit from vacuum at angle $\theta$ to the normal. Symmetry and dimensions fix the absorbed fraction $A$ up to a number.

- To lowest order the loss is proportional to the amount of material. The only other length is $c/\omega$, so $A\propto k_0d$ with $k_0=\omega/c$.
- The tangential electric field vanishes at the mirror. A film much thinner than the wavelength therefore feels only the normal field $E_z$. Light polarised perpendicular to the plane of incidence (s) has no $E_z$. Light polarised in that plane (p) has $E_z\propto\sin\theta$, which contributes $\sin^2\theta$ to the loss.
- The normal displacement $D_z=\varepsilon E_z$ is continuous, so the outside field fixes $D_z$. The loss is proportional to $\mathrm{Im}\,\varepsilon\,|D_z/\varepsilon|^2=|D_z|^2\,\mathrm{Im}(-1/\varepsilon)$.
- The power arriving per unit film area is proportional to $\cos\theta$.

Hence

$$A_p=C\,k_0d\,\frac{\sin^2\theta}{\cos\theta}\,\mathrm{Im}\!\left(-\frac1\varepsilon\right).$$

The mirror doubles the outside field, which suggests $C=2^2=4$. The derivation below confirms this and supplies the corrections and the case of a real metal. The function $\mathrm{Im}(-1/\varepsilon)$ is large where $\varepsilon$ is near zero, at the longitudinal optical (LO) frequency. $\mathrm{Im}\,\varepsilon$ peaks instead near the transverse optical (TO) frequency.

## Fields and surface impedance

The algebra uses Gaussian atomic units, $c\approx137$. Fields vary as $e^{iqx-i\omega t}$ with $q=k_0\sin\theta$, so a lossy medium has $\mathrm{Im}\,\varepsilon>0$. The film fills $0<z<d$ and the substrate $z>d$. The film is isotropic, with a local response.

For p light the magnetic field is $H(z)\hat y$. The components of $\nabla\times\mathbf H=-ik_0\varepsilon\mathbf E$ are $-H'=-ik_0\varepsilon E_x$ and $iqH=-ik_0\varepsilon E_z$, so

$$H'=ik_0\varepsilon E_x,\qquad E_z=-\frac{q}{k_0\varepsilon}H .$$

The $y$ component of $\nabla\times\mathbf E=ik_0\mathbf H$ is $E_x'-iqE_z=ik_0H$. Inserting $E_z$,

$$E_x'=i\left[k_0-\frac{q^2}{k_0\varepsilon}\right]H .$$

Both $E_x$ and $H$ are continuous at interfaces, and so is the impedance $Z=E_x/H$. From $Z'=E_x'/H-E_xH'/H^2$,

$$Z'=i\left[k_0-\frac{q^2}{k_0\varepsilon}\right]-ik_0\varepsilon Z^2. \tag{1}$$

In a uniform medium $j$, a wave $H\propto e^{ik_jz}$ has $k_j^2=\varepsilon_jk_0^2-q^2$ and $Z_j=k_j/(k_0\varepsilon_j)$. Vacuum gives $Z_1=\cos\theta$. The substrate gives $Z_s=k_s/(k_0\varepsilon_s)$, with the root $\mathrm{Im}\,k_s\ge0$ so that the wave decays.

An incident wave of unit $H$ and a reflected wave of amplitude $r$ give $H=1+r$ and $E_x=Z_1(1-r)$ at $z=0$. Solving $Z(0)=Z_1(1-r)/(1+r)$,

$$r=\frac{Z_1-Z(0)}{Z_1+Z(0)},\qquad 1-|r|^2=\frac{4Z_1\,\mathrm{Re}\,Z(0)}{|Z_1+Z(0)|^2}. \tag{2}$$

The second form follows from $|Z_1+Z|^2-|Z_1-Z|^2=4Z_1\mathrm{Re}\,Z$ for real $Z_1$. On an opaque substrate it is the total loss, in film and substrate together.

Stepping equation (1) back from $z=d$, where $Z=Z_s$, gives $Z(0)=Z_s-d\,Z'+O(d^2)$, or

$$Z(0)=Z_s-id\left[k_0-\frac{q^2}{k_0\varepsilon}-k_0\varepsilon Z_s^2\right]+O(d^2). \tag{3}$$

Equations (2) and (3) are the form to implement for a thin film on an opaque substrate, as long as the omitted terms of order $d^2$ are small beside the change in reflectance that is sought. With the opposite time factor $e^{+i\omega t}$, every permittivity and impedance is replaced by its complex conjugate, and the explicit $-i$ in (3) becomes $+i$.

## The ideal mirror

For $Z_s=0$ the solution of equation (1) is $Z(z)=-i\,(k_f/k_0\varepsilon)\tan[k_f(d-z)]$, with $k_f^2=k_0^2(\varepsilon-\sin^2\theta)$. Expanding the tangent,

$$Z(0)=-ik_0d\left(1-\frac{\sin^2\theta}{\varepsilon}\right)\left[1+\tfrac13k_f^2d^2+\dots\right].$$

At first order the real part comes from $i/\varepsilon$, and $\mathrm{Re}(i/\varepsilon)=-\mathrm{Im}(1/\varepsilon)=\mathrm{Im}(-1/\varepsilon)$. Thus $\mathrm{Re}\,Z(0)=k_0d\sin^2\theta\,\mathrm{Im}(-1/\varepsilon)$. Replacing the denominator in (2) by $Z_1^2$ gives

$$\boxed{A_p=4k_0d\,\frac{\sin^2\theta}{\cos\theta}\,\mathrm{Im}\!\left(-\frac1\varepsilon\right)} \tag{4}$$

This needs $|k_fd|^2\ll1$ and $k_0d\,|1-\sin^2\theta/\varepsilon|\ll\cos\theta$. The second condition fails near grazing incidence, or when damping is so weak that $|1/\varepsilon|$ becomes very large. The in-plane loss found below must also be small beside (4). Their ratio is $(k_0d)^2|\varepsilon-\sin^2\theta|^2/(3\sin^2\theta)$, which grows large near normal incidence or for very large $|\varepsilon|$.

The energy balance shows which field does the work. The mean dissipation per volume is $\omega\,\mathrm{Im}\,\varepsilon\,|\mathbf E|^2/8\pi$, and the incident normal flux for unit $H$ is $c\cos\theta/8\pi$. The absorbed fraction is therefore

$$A=\frac{k_0\,\mathrm{Im}\,\varepsilon}{\cos\theta}\int_0^d|\mathbf E|^2dz. \tag{5}$$

To leading order $r=1$ and $H=2$, so $E_z=-2\sin\theta/\varepsilon$. Its contribution to (5) is equation (4).

The in-plane field vanishes at $z=d$ and has the slope found above, so $|E_x|=2k_0|1-\sin^2\theta/\varepsilon|(d-z)$. Since $\int_0^d(d-z)^2dz=d^3/3$, it contributes

$$A_p^{(x)}=\tfrac43(k_0d)^3\left|1-\frac{\sin^2\theta}{\varepsilon}\right|^2\frac{\mathrm{Im}\,\varepsilon}{\cos\theta}.$$

For s light of unit incident $E_y$, the tangential magnetic field at the mirror doubles to $|H_x|=2\cos\theta$. Then $-E_y'=ik_0H_x$ gives $|E_y|=2k_0\cos\theta\,(d-z)$. The incident flux is again proportional to $\cos\theta$, so

$$A_s=\tfrac43(k_0d)^3\cos\theta\,\mathrm{Im}\,\varepsilon .$$

The losses that carry the TO resonance of $\mathrm{Im}\,\varepsilon$ are thus of third order in $d$.

## Why the resonance is at the LO frequency

Let $x$ be the relative displacement of the two sublattices, $M$ their reduced mass, $Z^*$ the effective charge and $N$ the number of cells per volume. One polar mode obeys

$$\ddot x+\gamma\dot x+\omega_{TO}^2x=\frac{Z^*}{M}E,\qquad 4\pi P=4\pi NZ^*x+(\varepsilon_\infty-1)E .$$

With $\Omega^2=4\pi NZ^{*2}/M$, solving for $x$ at frequency $\omega$ gives

$$\varepsilon=\varepsilon_\infty+\frac{\Omega^2}{\omega_{TO}^2-\omega^2-i\gamma\omega}
=\varepsilon_\infty\frac{\omega_{LO}^2-\omega^2-i\gamma\omega}{\omega_{TO}^2-\omega^2-i\gamma\omega},$$

where $\omega_{LO}^2=\omega_{TO}^2+\Omega^2/\varepsilon_\infty$. The static value $\varepsilon_0=\varepsilon_\infty+\Omega^2/\omega_{TO}^2$ then gives $\omega_{LO}^2=\omega_{TO}^2\,\varepsilon_0/\varepsilon_\infty$.

For motion along the normal the surroundings fix $D_z$, not $E_z$. From $D_z=\varepsilon_\infty E_z+4\pi NZ^*x$ we have $E_z=(D_z-4\pi NZ^*x)/\varepsilon_\infty$. Inserted in the equation of motion,

$$\ddot x+\gamma\dot x+\left(\omega_{TO}^2+\frac{\Omega^2}{\varepsilon_\infty}\right)x=\frac{Z^*}{M\varepsilon_\infty}D_z .$$

The displacement puts charge on the two faces of the film. The field of this charge opposes the displacement and raises the frequency to $\omega_{LO}$. In-plane motion of a thin film builds up no such field, because the tangential $E$ is continuous, and it stays at $\omega_{TO}$.

Oblique p light thus reveals the LO frequency without exciting a longitudinal wave of a bulk crystal. The vibration it drives is nearly uniform across the film, with its displacement normal to the in-plane wavevector $q$. It shares the frequency of the bulk LO phonon because both carry the full depolarising field.

## Line shape and radiative damping

Write $\Delta=\omega_{LO}^2-\omega_{TO}^2$ and $D=\omega_{LO}^2-\omega^2-i\gamma\omega$. The numerator of $1/\varepsilon$ is $D-\Delta$, so

$$\frac1\varepsilon=\frac1{\varepsilon_\infty}\left(1-\frac{\Delta}{D}\right),\qquad
\mathrm{Im}\!\left(-\frac1\varepsilon\right)=\frac{\Delta}{\varepsilon_\infty}\,\frac{\gamma\omega}{(\omega_{LO}^2-\omega^2)^2+\gamma^2\omega^2}.$$

Define

$$\Gamma=\frac dc\,\frac{\sin^2\theta}{\cos\theta}\,\frac{\Delta}{\varepsilon_\infty}.$$

Equation (4) becomes, after division by $\omega^2$,

$$A_p=\frac{4\Gamma\gamma}{\gamma^2+u^2},\qquad u=\omega-\frac{\omega_{LO}^2}{\omega}.$$

In this one-mode model the first-order line peaks at $u=0$, which is $\omega=\omega_{LO}$, with height $4\Gamma/\gamma$. Half height is at $u=\pm\gamma$, where $\omega=\sqrt{\omega_{LO}^2+\gamma^2/4}\pm\gamma/2$, so the full width is $\gamma$.

For the area, $\omega=\tfrac12\big(u+\sqrt{u^2+4\omega_{LO}^2}\big)$ gives $d\omega/du=\tfrac12+(\text{odd in }u)$. The odd part integrates to zero, and

$$\int_0^\infty A_p\,d\omega=\tfrac12\int_{-\infty}^{\infty}\frac{4\Gamma\gamma}{\gamma^2+u^2}\,du=2\pi\Gamma .$$

At this order the area does not depend on the damping. As long as $\Gamma\ll\gamma$, it measures $d\,\Delta/\varepsilon_\infty$ even when the width is poorly known.

The full denominator of (2) adds radiation by the film itself. Its resonant part is $Z(0)/Z_1=-i\omega\Gamma/D$; the remaining, non-resonant part is of order $k_0d/\cos\theta$ and is dropped. Then $|1+Z(0)/Z_1|^2=|D-i\omega\Gamma|^2/|D|^2$, and

$$A_p=\frac{4\Gamma\gamma\,\omega^2}{(\omega_{LO}^2-\omega^2)^2+(\gamma+\Gamma)^2\omega^2}. \tag{6}$$

The width grows to $\gamma+\Gamma$ and the peak becomes $4\gamma\Gamma/(\gamma+\Gamma)^2$. The area falls to $2\pi\Gamma\gamma/(\gamma+\Gamma)$, which does depend on the damping unless $\Gamma\ll\gamma$.

## Second case: a free-standing film

Without a mirror the field in a very thin film has $H=1$, $E_x=\cos\theta$ and $E_z=-\sin\theta/\varepsilon$. Equation (5) gives

$$A_p=k_0d\left[\cos\theta\,\mathrm{Im}\,\varepsilon+\frac{\sin^2\theta}{\cos\theta}\,\mathrm{Im}\!\left(-\frac1\varepsilon\right)\right],\qquad A_s=\frac{k_0d\,\mathrm{Im}\,\varepsilon}{\cos\theta}.$$

Both lines now appear in p light at first order, and s light shows the TO line alone. The mirror therefore does two things: it suppresses the TO line and raises the LO line fourfold.

## Worked example: a high-k oxide on TaN

The oxide has rough, hafnia-like values: $\varepsilon_\infty=4$, $\varepsilon_0=16$, $\hbar\omega_{TO}=0.040$ eV and $\hbar\gamma=0.005$ eV. The film is 5 nm (50 angstrom) thick and $\theta=70^\circ$. Below, "full solution" means that the plane-wave amplitudes in every layer were found numerically from the continuity conditions.

**Ideal mirror.** The LO energy is $0.040\sqrt{16/4}=0.080$ eV (645 cm$^{-1}$). There $k_0d=2.027\times10^{-3}$ and $\mathrm{Im}(-1/\varepsilon)=3.00$, while $\sin^2\theta/\cos\theta=2.582$. Equation (4) gives

$$A_p=4\times2.027\times10^{-3}\times2.582\times3.00=0.0628 .$$

The radiative width is $\hbar\Gamma=7.85\times10^{-5}$ eV, about 1/64 of $\hbar\gamma$. Equation (6) lowers the peak to 0.0609, which is also the full solution. Inside the film $E_z$ is 3.0 times the outside value at the LO energy, but only 0.010 times at the TO energy. At the TO energy p light loses $1.1\times10^{-4}$, nearly all of it still through $E_z$. The in-plane field accounts for $4\times10^{-7}$, and s light loses $5\times10^{-8}$.

**Free-standing film.** The full solution for p light at $70^\circ$ absorbs 0.032 at the TO energy and 0.016 at the LO energy. At normal incidence the values are 0.088 and 0.0007. The last is the tail of the TO line: $k_0d\,\mathrm{Im}\,\varepsilon=2.03\times10^{-3}\times0.331$.

**TaN substrate.** With a rough resistivity of 200 µΩ cm and no electron relaxation, $\varepsilon_s=1+465i$ at the LO energy. Then $Z_s\approx\varepsilon_s^{-1/2}\approx0.033(1-i)$, which is not negligible beside $\cos\theta=0.342$. The bare metal reflects 0.682 and the coated metal 0.641, a dip of 0.041.

The dip is smaller than the mirror value for two reasons. The surface field is $1+r=2Z_1/[Z_1+Z(0)]$, so $Z_s$ lowers the film loss, to 0.050. The film's own impedance lowers the surface field further, so the metal absorbs 0.009 less than when bare. The difference is the dip. A first-order estimate follows from differentiating (2) with respect to $\mathrm{Re}\,Z$. For $Z_s=X(1-i)$ the derivative is $4Z_1^3/|Z_1+Z_s|^4$, so

$$R_{\rm bare}-R_{\rm coated}\approx A_p\left[\frac{\cos^2\theta}{|\cos\theta+Z_s|^2}\right]^2=0.0628\times0.826^2=0.043,$$

with $A_p$ from (4) and the small change of $\mathrm{Im}\,Z$ neglected.

The deepest dip stays within $3\times10^{-5}$ eV of the LO energy. At the TO energy the dip is $6\times10^{-5}$; equations (2) and (3) give only $4\times10^{-5}$ there, because for so small a change the terms of order $d^2$ matter. With energy and thickness fixed at the LO case, the dip varies with angle as follows.

| Angle | Dip in p reflectance |
|---|---|
| 0° | −0.00002 |
| 30° | 0.006 |
| 50° | 0.018 |
| 70° | 0.041 |
| 85° | 0.054 |

The gain from 70° to 85° is modest because $\cos85^\circ=0.087$ is no longer large compared with $|Z_s|$. There equations (2) and (3) should be used without further expansion. The dip is largest, 0.061, near 82°. Closer to grazing incidence it changes sign: at 89° the coated metal reflects more than the bare one, by 0.012. In the limit of 90° both reflectances tend to 1.

## Comparison with real gate stacks

The geometry is that of an uncovered oxide on a thick metal electrode, not a finished transistor. For an oxide thinner than 5 nm the dip shrinks nearly in proportion to $d$, to within about 3%. The resistivity of TaN varies widely with composition and deposition.

The assumption of an opaque metal matters a great deal. The field depth in this TaN is 162 nm. A 500 nm layer on silicon (taken as $\varepsilon=11.7$) leaves the dip at 0.041, but a 10 nm layer reduces it to 0.008. Such a thin metal also no longer suppresses the in-plane response: at the TO energy the oxide then raises the reflectance by 0.005 in p light and 0.004 in s light.

The damping also matters, because the first-order peak varies as $1/\gamma$. Doubling $\gamma$ roughly halves the dip, to 0.021. A much more resistive metal also weakens the dip, through a larger $|Z_s|$: it is 0.025 at 1000 µΩ cm and 0.008 at 5000 µΩ cm. Near 20000 µΩ cm it has vanished, and a dip of 0.007 appears at the TO energy instead. The following changes, made one at a time, have smaller effects:

- An electron relaxation time of 1 fs in TaN gives a dip of 0.042.
- A lossless 1 nm interfacial layer with $\varepsilon=3$, present with and without the oxide, leaves it at 0.041.
- Averaging over incidence from 65° to 75° gives 0.042.
- Hafnia has several polar modes. Splitting the static strength $\varepsilon_0-\varepsilon_\infty$ equally between TO energies of 0.030 and 0.045 eV, at unchanged $\varepsilon_0$ and $\varepsilon_\infty$, moves the upper mirror peak to 0.078 eV and its first-order height from 0.063 to 0.057.
- If the LO branch falls as $\omega^2=\omega_{LO}^2-v^2k^2$, with a rough $v=3000$ m/s and $k=\pi/d$, the shift is $10^{-5}$ eV.
- If all damping came from decay into two phonons of half the energy, $\gamma$ would grow by a factor 1.24 from 300 K to 400 K. The first-order peak would fall by about 19%, at unchanged area.

On an optically thick metal, a dip near 0.08 eV that is absent in s light and varies with angle as in equations (2) and (3) points to a loss driven by the normal field. These signs alone do not identify its cause. A thin polar layer beneath the oxide, or a layer a few nanometres thick whose free carriers have a plasma resonance at the same energy, gives nearly the same variation with angle up to about 85°. A free-carrier layer 100 nm thick or more varies differently. Assigning the dip to an LO mode of the oxide also needs evidence that it grows with the oxide thickness and that its energy fits the TO energy and permittivities of the oxide.

All numerical values are calculated from the stated model.
